# Mexican-hat surface and pseudorotation of a Jahn–Teller defect

**Q.** A trigonal defect holds one electron in an orbital doublet, and a doubly degenerate vibration couples to it. What model are we discussing?

**A.** One orbital doublet and one harmonic mode pair $(x,y)$, with everything else left out for now: other orbitals, other modes, strain, spin-orbit coupling and coupling terms quadratic in the coordinates. The electron's spin only doubles all counts, so I count orbital-vibrational states. In atomic units, with the mass absorbed into the coordinates,
$$H=\tfrac12(p_x^2+p_y^2)+\tfrac12\omega^2(x^2+y^2)+F(x\sigma_z+y\sigma_x).$$
The Pauli matrices act on the two real orbitals. Under the threefold rotation and the reflections, $(\sigma_z,\sigma_x)$ transforms like $(x,y)$, once the sign of one orbital is suitably chosen. The invariant linear coupling is therefore their scalar product, with one constant $F$. I take $F>0$; replacing $(x,y)$ by $(-x,-y)$ reverses its sign.

**Q.** What potential do the nuclei feel?

**A.** Put $x=\rho\cos\phi$, $y=\rho\sin\phi$. The coupling matrix is
$$W=F\rho\begin{pmatrix}\cos\phi&\sin\phi\\ \sin\phi&-\cos\phi\end{pmatrix}.$$
Its trace is zero and its square is $F^2\rho^2$ times the identity, so its eigenvalues are $\pm F\rho$. The sheets are
$$E_\pm=\tfrac12\omega^2\rho^2\pm F\rho,$$
and they meet in a cone at $\rho=0$. Completing the square in the lower one gives
$$E_-=\tfrac12\omega^2(\rho-\rho_0)^2-E_{JT},\qquad \rho_0=\frac{F}{\omega^2},\quad E_{JT}=\frac{F^2}{2\omega^2}.$$
This is the Mexican hat: a central peak surrounded by a circular trough. The radial curvature is $\omega^2$, and motion along the trough costs no potential energy. Above the trough the upper sheet lies at a distance $2F\rho_0=4E_{JT}$.

**Q.** Then the nuclei circulate like a plane rotor. A rotor has a nondegenerate ground state with zero angular momentum. Why not here?

**A.** Because the electronic state must be followed around the circle. On the lower sheet it is
$$\chi=\begin{pmatrix}-\sin(\phi/2)\\ \cos(\phi/2)\end{pmatrix}.$$
The upper component of $W\chi/(F\rho)$ is $-\cos\phi\sin(\phi/2)+\sin\phi\cos(\phi/2)=\sin(\phi/2)$. The lower is $-\sin\phi\sin(\phi/2)-\cos\phi\cos(\phi/2)=-\cos(\phi/2)$. Together they make $-\chi$, as required. After one turn, $\chi(\phi+2\pi)=-\chi(\phi)$.

The total state $\chi u$ must be single-valued, so the nuclear factor $u$ must also change sign. Its angular part is $e^{ij\phi}$ with $j=\pm\tfrac12,\pm\tfrac32,\dots$

**Q.** The sign of an eigenvector is a convention. Could I not choose it to remove the effect?

**A.** You can move the effect, but not remove it. Take real eigenvectors at closely spaced points of a closed loop and multiply the overlaps of neighbours. Each vector enters twice, so changing its sign leaves the product unchanged. Computed this way, the sign is $-1$ around the cone and $+1$ around a loop that encloses no cone.

A complex phase does not help either. The state $\tilde\chi=e^{i\phi/2}\chi$ is single-valued, so its nuclear factor is $e^{im\phi}$ with integer $m$. But
$$-i\partial_\phi(\tilde\chi u)=\tilde\chi\left(-i\partial_\phi+\tfrac12\right)u-ie^{i\phi/2}\chi'u.$$
Since $\chi\cdot\chi'=0$, the last term drops out on projection onto $\tilde\chi$. The angular momentum is then $m+\tfrac12=j$, the same half-odd number.

**Q.** The electronic state also varies with $\phi$. Does that not add kinetic energy?

**A.** It does, and the term has to be kept. We have
$$\partial_\phi^2(\chi u)=\chi\,\partial_\phi^2u+2\chi'\,\partial_\phi u+\chi''u,\qquad \chi''=-\tfrac14\chi.$$
Projection onto $\chi$ leaves $\partial_\phi^2u-u/4$. Now write $u=\rho^{-1/2}f(\rho)e^{ij\phi}$. The first radial derivative of $\rho^{-1/2}f$ is $\rho^{-1/2}(f'-f/2\rho)$ and the second is $\rho^{-1/2}(f''-f'/\rho+3f/4\rho^2)$. Therefore
$$\left(\partial_\rho^2+\frac1\rho\partial_\rho\right)\rho^{-1/2}f=\rho^{-1/2}\left(f''+\frac{f}{4\rho^2}\right).$$
The kinetic energy acting on $f$ becomes
$$-\tfrac12\left[f''+\frac{f}{4\rho^2}-\frac{j^2+\frac14}{\rho^2}f\right]=-\tfrac12f''+\frac{j^2}{2\rho^2}f.$$
The two quarters cancel, and the one-sheet equation is
$$-\tfrac12f''+\left[\frac{j^2}{2\rho^2}+\tfrac12\omega^2(\rho-\rho_0)^2-E_{JT}\right]f=Ef.$$

**Q.** What are its levels?

**A.** For strong coupling the radial motion is narrow compared with $\rho_0$. Let $s=\rho-\rho_0$ and define $k=F/\omega^{3/2}$, so that $k^2=\omega\rho_0^2=2E_{JT}/\omega$. Then
$$\frac{j^2}{2\rho^2}=\frac{j^2}{2\rho_0^2}\left(1-\frac{2s}{\rho_0}+\frac{3s^2}{\rho_0^2}-\dots\right).$$
In the radial ground state $\langle s\rangle=0$ and $\langle s^2\rangle=1/(2\omega)$, so
$$E_j\simeq-E_{JT}+\frac\omega2+\frac{\omega j^2}{2k^2}\left(1+\frac{3}{2k^2}\right).$$
The lowest levels are $j=\pm\tfrac12$, a doublet. Between $|j|=\tfrac12$ and $\tfrac32$, $j^2$ grows by 2, so the first spacing is $(\omega/k^2)(1+3/2k^2)$ to this order. At $k^2=200$, the full two-sheet problem gives 1.505 for the coefficient that is here $3/2$.

**Q.** You projected out the upper sheet. Might it split the pair?

**A.** No. Consider $J=L+\sigma_y/2$ with $L=xp_y-yp_x$. From $[L,x]=iy$ and $[L,y]=-ix$,
$$[L,x\sigma_z+y\sigma_x]=i(y\sigma_z-x\sigma_x).$$
From $[\sigma_y/2,\sigma_z]=i\sigma_x$ and $[\sigma_y/2,\sigma_x]=-i\sigma_z$,
$$[\sigma_y/2,x\sigma_z+y\sigma_x]=i(x\sigma_x-y\sigma_z).$$
The sum vanishes, so $J$ is conserved. Its eigenvalues are half-odd, because $L$ is an integer and $\sigma_y/2=\pm\tfrac12$. On $\chi e^{ij\phi}$ the terms $-i\chi'$ and $\sigma_y\chi/2$ cancel, so this is the same $j$ as before.

The Hamiltonian is real. Complex conjugation therefore preserves the energy while reversing $J$. Every level with $j$ has a partner with $-j$, and $j=0$ does not occur.

**Q.** That pairs every level. It does not show that $|j|=\tfrac12$ is lowest when the coupling is weak.

**A.** Use the eigenvectors $e_\pm=(1,\pm i)/\sqrt2$ of $\sigma_y$. A state of given $j$ is
$$a(\rho)e^{i(j-1/2)\phi}e_++b(\rho)e^{i(j+1/2)\phi}e_-.$$
With $a,b$ real, its energy differs between sectors only through the centrifugal part
$$\int\rho\,d\rho\,\frac{(j-\frac12)^2a^2+(j+\frac12)^2b^2}{2\rho^2}.$$
Let $j\ge\tfrac12$ and take the lowest radial functions of sector $j+1$. They are allowed trial functions in sector $j$, where their energy is lower by
$$\int\rho\,d\rho\,\frac{ja^2+(j+1)b^2}{\rho^2}>0.$$
By the variational principle, $E_0(j)<E_0(j+1)$ for every $F$.

**Q.** Could the sector $j=\tfrac12$ itself hold two states at the lowest energy?

**A.** Not in this model. Use circular oscillator quanta $n_\pm$ with $L=n_+-n_-$, for which $\sqrt\omega(x+iy)=a_+^\dagger+a_-$. The matrix element of $x\sigma_z+y\sigma_x$ from $e_-$ to $e_+$ is $x-iy$, and the reverse one is $x+iy$. The basis states $(n_+,n_-)$ of this sector thus form a chain,
$$(0,0)e_+ - (1,0)e_- - (1,1)e_+ - (2,1)e_- - \dots,$$
coupled only between neighbours, with elements $k\omega$ times the square root of a positive integer. For $F\ne0$, the first component of an eigenvector fixes the second, then the third, and so on. Each energy therefore has one vector in the sector. With its partner at $j=-\tfrac12$, the ground level is exactly twofold. At $F=0$ it is twofold as well: two orbitals times the oscillator ground state.

**Q.** If it is a doublet even without coupling, what does the geometric phase do?

**A.** At strong coupling the electronic degeneracy is gone along the trough, where the sheets are $4E_{JT}$ apart. Single-sheet motion would then allow a singlet ground state. The sign change forbids it and so restores the degeneracy in the combined motion.

To isolate the sign, hold $\rho=\rho_0$ and keep the electronic kinetic term. In units of $B=1/(2\rho_0^2)$ the levels are $j^2+\tfrac14$, where the quarter remains because there is no radial motion to cancel it. The ring calculation gives 0.5, 0.5, 2.5, 2.5. Removing only the sign gives 0.25, 1.25, 1.25: a singlet below a doublet.

**Q.** Put numbers to this for a real defect.

**A.** Phosphorus implantation into silicon creates vacancies, and a vacancy next to a phosphorus atom forms a trigonal pair. In its neutral state one electron occupies an orbital doublet. As rough model values in its regime, take $\hbar\omega=0.04$ eV, $E_{JT}=0.2$ eV and an effective mass of 28 u. They do not come from a calculation of the defect.

Then $k^2=2(0.2)/0.04=10$. The force constant $M\omega^2$ is 10.72 eV/Å$^2$, so the slope per real displacement is $\sqrt{2(0.2)(10.72)}=2.07$ eV/Å. The trough radius is $2.07/10.72=0.193$ Å. The rotor constant is
$$B=\frac{(\hbar\omega)^2}{4E_{JT}}=\frac{0.0016}{0.8}=0.002\ \text{eV}.$$
For $|j|=\tfrac12$ the leading formula gives $-0.2+0.02+0.0005=-0.1795$ eV, while diagonalizing the linear model gives $-0.1794$ eV. The first spacing is $2B=0.0040$ eV at leading order and $0.0040(1.15)=0.0046$ eV with the correction. Diagonalization gives 0.00458 eV, or 37 cm$^{-1}$.

The one-sheet equation puts the ground level at $-0.179394$ eV, above the two-sheet value by $6\times10^{-6}$ eV. It must lie above, since it restricts the allowed states. With the phase removed ($j=0$) it gives $-0.179997$ eV for $f(0)=0$ and $-0.180003$ eV for $f'(0)=0$, in both cases too low by $6.0\times10^{-4}$ eV, or $0.30B$; the leading-order estimate of this error is $B/4$.

**Q.** A trigonal site does not give a perfectly round trough.

**A.** Add the quadratic coupling $G[(x^2-y^2)\sigma_z-2xy\sigma_x]$. The two coupling vectors are $F\rho(\cos\phi,\sin\phi)$ and $G\rho^2(\cos2\phi,-\sin2\phi)$, with an angle $3\phi$ between them. The lower sheet becomes
$$E_-=\tfrac12\omega^2\rho^2-\rho\sqrt{F^2+G^2\rho^2+2FG\rho\cos3\phi}.$$
Let $g=2G/\omega^2$, with $0<g<1$. At $\phi=0$ this is $\tfrac12\omega^2(1-g)\rho^2-F\rho$, with minimum $-E_{JT}/(1-g)$. At $\phi=\pi/3$, inside $\rho=F/G$, the sign of $g$ is reversed and the radial minimum is $-E_{JT}/(1+g)$. There are three wells, separated by barriers of height
$$\beta=\frac{2g}{1-g^2}E_{JT}.$$
A rough barrier of 0.06 eV requires $g=0.147$. This barrier is 30 times $B$, so free pseudorotation is a poor description of this defect.

**Q.** Does the doublet survive in three wells?

**A.** For these parameters it does. Let neighbouring well states be joined by a tunnelling amplitude $-t$, $t>0$, with one extra sign around the ring. The allowed angles per hop are $\pm\pi/3$ and $\pi$, and the energies $-2t\cos\theta$ are $-t,-t,2t$. The doublet lies below the singlet by $3t$. Without the extra sign the energies would be $-2t,t,t$, with the order reversed.

Diagonalizing the two-sheet model with warping gives a doublet below a singlet, with $3t=1.1\times10^{-4}$ eV. The 0.0046 eV spacing of the round trough has fallen by a factor of 40. This splitting is very sensitive to the rough inputs. At the same barrier, $E_{JT}=0.4$ eV gives $6.7\times10^{-6}$ eV, $\hbar\omega=0.03$ eV gives $9.1\times10^{-6}$ eV and $\hbar\omega=0.06$ eV gives $1.5\times10^{-3}$ eV, each with the doublet lowest. Not even its order of magnitude is fixed for the real defect.

There is a limit to this argument. The square root also vanishes at three outer cones, at $\rho=F/G=2\rho_0/g$. A loop around all four cones has sign $+1$. Here the outer cones lie near $14\rho_0$, but as $g$ approaches 1 they move in towards $2\rho_0$, and the order found here cannot be assumed.

**Q.** An implanted crystal is strained. Would one ever see such a small splitting?

**A.** With these inputs, strain competes with it. A residual strain of $10^{-4}$ and a coupling of 5 eV, both rough, give a bare electronic splitting $\delta=5\times10^{-4}$ eV. Add $(\delta/2)\sigma_z$. In the trough $\langle\sigma_z\rangle=-\cos\phi$, so the well at $\phi=0$ shifts by $-\delta/2$ and the other two by $+\delta/4$. The offset, $3\delta/4=3.8\times10^{-4}$ eV, exceeds $3t$. Diagonalization with this strain puts the next two levels $3.4\times10^{-4}$ and $4.2\times10^{-4}$ eV above a single ground state with $\langle\sigma_z\rangle=-0.96$. This ground state sits almost entirely in one well. With the opposite sign of $\delta$ the other two wells are lowered equally, and the ground state is shared between them. The offset corresponds to only about 4 K, so at higher temperatures this strain does not by itself select a well.

**Q.** And spin-orbit coupling?

**A.** To first order it acts through $\sigma_y$, whose expectation value vanishes in the real state $\chi$. What remains is a reduction factor $p=|\langle\sigma_y\rangle|$, equal to 0.0037 in the linear model and $2.3\times10^{-4}$ with warping. A generous bare splitting of 0.01 eV shrinks to $2.3\times10^{-6}$ eV, far below the strain effect.

Strain is reduced much less. In the linear model, $\sigma_z$ connects the parts $a$ of the two partners, while the parts $b$ have different angular momenta and do not contribute. The factor is $q=\int a^2\rho\,d\rho$, with the angular normalization included in $a$ and $b$. Since the weights of $a$ and $b$ add to 1 and differ by $p$, $q=(1+p)/2=0.502$.

**Q.** So what should I expect of the real phosphorus-vacancy pair?

**A.** At low temperature each real pair is known to stay distorted in one of three equivalent directions, and to reorient on warming. The model has the same number of wells, but without strain it is not static: its tunnelling period $h/3t$ is about 36 ps. A lasting distortion needs a much smaller $t$, strain, or coupling to the rest of the lattice, and no hopping rate is computed here. With the rough inputs used here, the round trough is a poor assumption, and at low temperature so is the absence of strain. In the warped, unstrained model $3t$ corresponds to 1.3 K, so the singlet is already populated at a few kelvin. At 300 K the thermal energy is 0.026 eV, close to the next levels at 0.028 eV. The doublet then holds about a third of the population and the lowest three levels about half, so the ground doublet alone does not describe the defect there. The upper sheet is also schematic. Its vertical distance is 0.8 eV in the round trough and $4E_{JT}(1-g/2)/(1-g)^2=1.02$ eV at the three warped minima. These are 0.73 and 0.93 of a rough silicon gap of 1.1 eV, so band states and other defect orbitals may interfere. Coupling to many lattice modes and anharmonic forces are not estimated here, and they could change the tunnelling splitting. The numerical output below lists the main values for this model.

## Numbers as computed

```
Input vibrational quantum: 0.040 eV
Input Jahn-Teller energy: 0.200 eV
Input effective mass: 28.0 u
Dimensionless coupling k: 3.162278
Force constant: 10.7173 eV/angstrom^2
Linear coupling F: 2.0705 eV/angstrom
Trough radius, numerical: 0.19319 angstrom
Trough energy, numerical: -0.200000 eV
Vertical gap at trough: 0.8000 eV
Rotor constant: 0.002000 eV
Loop sign around central cone: -1
Loop sign without a cone: 1
Loop sign around all four cones: 1
Exact level |j|=1/2: -0.179400 eV
Trough estimate |j|=1/2: -0.179500 eV
Exact level |j|=3/2: -0.174819 eV
Trough estimate |j|=3/2: -0.175500 eV
Exact level |j|=5/2: -0.166416 eV
Trough estimate |j|=5/2: -0.167500 eV
Ground pair splitting, Cartesian: 0.0e+00 eV
Exact first spacing: 0.004581 eV
Exact first spacing, converted: 36.95 cm^-1
Leading first spacing: 0.004000 eV
Corrected first spacing: 0.004600 eV
Large-k correction coefficient: 1.5048
One-sheet j=1/2 level: -0.179394 eV
One-sheet level with phase removed: -0.179997 eV
Ring levels/rotor, phase kept: [0.5 0.5 2.5 2.5]
Ring levels/rotor, phase removed: [0.25 1.25 1.25]
Linear reduction factor p: 0.003698
Linear reduction factor q: 0.501849
Input warping barrier: 0.060 eV
Warping parameter g: 0.146769
Quadratic coupling G: 0.7865 eV/angstrom^2
Numerical warping barrier: 0.060000 eV
Warped doublet-singlet gap: 1.1422e-04 eV
Rigid-ring doublet-singlet gap: 1.2490e-04 eV
Warped reduction factor p: 2.3239e-04
Warped reduction factor q: 0.492479
Input residual strain: 1.0e-04
Input strain coupling: 5.0 eV
Bare strain splitting: 5.0000e-04 eV
Strained level 2 above ground: 3.3757e-04 eV
Strained level 3 above ground: 4.2010e-04 eV
Strained ground <sz>: -0.9576
Input bare spin-orbit splitting: 0.010 eV
Reduced spin-orbit splitting: 2.3239e-06 eV
Input temperature: 300 K
Thermal energy: 0.025852 eV
Thermal energy / linear spacing: 5.64
Input rough silicon band gap: 1.1 eV
Vertical gap / silicon band gap: 0.727
```
